# Height and stability of a straight clamped oxide blister

## Definitions and conventions

An oxide film of uniform thickness $h$ lies on a flat substrate. It has separated over a long straight strip $-b<y<b$; the direction $x$ runs along the strip and $z$ is measured upward from the film's midplane. The oxide is isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. Before buckling it carries the same compression $\sigma>0$ in both in-plane directions. Tensile stress is positive, so the initial stresses are $-\sigma$.

Let $v(y)$ be the in-plane displacement across the strip and $w(y)$ the upward deflection, both measured from the flat, prestressed state. A prime means $d/dy$. The substrate is first taken as rigid and the edges as clamped:

$$v=w=w'=0\quad\text{at }y=\pm b.$$

The state is assumed uniform along $x$, so the lengthwise strain does not change. The film is thin, $h\ll b$, and slopes are small, $w'^2\ll1$. Von Karman theory then keeps the leading stretching due to deflection,

$$e=v'+\tfrac12w'^2 .$$

The second term is the extra length of a sloping element, since $\sqrt{1+w'^2}-1\approx w'^2/2$.

With no lengthwise strain change, Hooke's law for a thin sheet gives a transverse stress change $\bar E e$, where $\bar E=E/(1-\nu^2)$. Bending adds the strain $-zw''$. Since $\int_{-h/2}^{h/2}z^2dz=h^3/12$, the bending stiffness is $D=\bar Eh^3/12$. The energy per unit length, relative to the flat state, is

$$U[v,w]=\int_{-b}^{b}\left(\frac{\bar Eh}{2}e^2-\sigma he+\frac D2w''^2\right)dy. \tag{1}$$

The negative term is the work released when the compressed film lengthens. Define

$$\sigma_c=\frac{\pi^2D}{hb^2}=\frac{\pi^2}{12}\bar E\left(\frac hb\right)^2,\qquad r=\frac{\sigma}{\sigma_c}. \tag{2}$$

## Theorem

Under these assumptions, the flat state minimizes the energy for $\sigma\le\sigma_c$. For $\sigma>\sigma_c$, the upward minimizer among states uniform along the strip is

$$w(y)=\frac H2\left(1+\cos\frac{\pi y}{b}\right),\qquad
H=h\sqrt{\frac43\left(\frac{\sigma}{\sigma_c}-1\right)}. \tag{3}$$

Here $H$ is the crest deflection of the midplane, and $\sigma$ is the compression before buckling. The transverse compression averaged through the thickness falls to $\sigma_c$ after buckling.

The proof removes the in-plane displacement and then bounds the remaining energy.

## Lemma 1: elimination of the in-plane displacement

For a given $w$, set $I=\int_{-b}^{b}w'^2dy$. The smallest energy over all allowed $v$ is

$$F[w]=\frac D2\int_{-b}^{b}w''^2dy-\frac{\sigma h}{2}I+\frac{\bar Eh}{16b}I^2. \tag{4}$$

**Proof.** Because $v$ vanishes at both edges, $\int e\,dy=I/2$ whatever $v$ is. This fixes the term linear in $e$. The Cauchy–Schwarz inequality gives

$$\int_{-b}^{b}e^2dy\ge\frac1{2b}\left(\int_{-b}^{b}e\,dy\right)^2=\frac{I^2}{8b}.$$

Multiplication by $\bar Eh/2$ gives the last term of (4). Equality holds for uniform $e=I/(4b)$. That strain can be realized: take $v'=I/(4b)-w'^2/2$, whose integral across the strip is $I/2-I/2=0$. $\square$

Physically, no horizontal load acts on the film between its edges, so the transverse force is uniform. The quartic term, proportional to $I^2$, limits the growth of the blister: deflection relaxes the compression that drives it.

## Lemma 2: the clamped strip inequality

Every clamped deflection obeys

$$\int_{-b}^{b}w''^2dy\ge\frac{\pi^2}{b^2}\int_{-b}^{b}w'^2dy. \tag{5}$$

Equality requires $w=C[1+\cos(\pi y/b)]$.

**Proof.** Put $g=w'$. Clamping gives $g(-b)=g(b)=0$, so $g$ can be continued periodically with period $2b$. Its mean is zero because $\int g\,dy=w(b)-w(-b)=0$. Its Fourier series therefore has wavenumbers $n\pi/b$ with $n\ge1$. Differentiation multiplies the squared amplitude of each component by $(n\pi/b)^2\ge(\pi/b)^2$, which proves (5).

Equality leaves $g=\alpha\cos(\pi y/b)+\beta\sin(\pi y/b)$. At $y=b$ this equals $-\alpha$, hence $\alpha=0$. Integrating the sine and using $w(b)=0$ gives the stated shape. $\square$

## Proof of the theorem

Multiply (5) by $D/2$ and use $D\pi^2/b^2=\sigma_ch$. Equation (4) then gives

$$F[w]\ge-\frac h2(\sigma-\sigma_c)I+\frac{\bar Eh}{16b}I^2. \tag{6}$$

If $\sigma\le\sigma_c$, the right side is nonnegative and vanishes at $I=0$, the flat state. If $\sigma>\sigma_c$, differentiate it with respect to $I$:

$$-\frac h2(\sigma-\sigma_c)+\frac{\bar Eh}{8b}I=0
\quad\Rightarrow\quad I_*=\frac{4b(\sigma-\sigma_c)}{\bar E}.$$

The coefficient of $I^2$ is positive, so this is the minimum. Substitution gives

$$F_{\min}=-\frac{2bh(\sigma-\sigma_c)^2}{\bar E}+\frac{bh(\sigma-\sigma_c)^2}{\bar E}
=-\frac{bh(\sigma-\sigma_c)^2}{\bar E}. \tag{7}$$

To reach the bound, $w$ must have the shape in Lemma 2. Writing $C=H/2$ makes its crest height $H$. Then $w'=-(\pi H/2b)\sin(\pi y/b)$, and since the squared sine integrates to $b$,

$$I=\frac{\pi^2H^2}{4b^2}\,b=\frac{\pi^2H^2}{4b}.$$

Equating this to $I_*$ gives

$$H^2=\frac{16b^2}{\pi^2}\frac{\sigma-\sigma_c}{\bar E}. \tag{8}$$

By (2), $\sigma_c/\bar E=\pi^2h^2/(12b^2)$. Therefore $H^2=(16/12)h^2(r-1)$, which is (3). Both signs of $H$ minimize (4), but the substrate forbids the downward one. The upward shape is nonnegative everywhere and respects that constraint.

Finally, the uniform stretch is $e=I_*/(4b)=(\sigma-\sigma_c)/\bar E$, so the transverse midplane stress is $-\sigma+\bar Ee=-\sigma_c$. $\square$

Direct numerical minimization of (1), with $v$ and $w$ both unknown and random starting shapes, reproduced the height to within $0.02\%$ at $r=1.2$, $2.389$ and $6$. At $r=0.8$ it returned a flat film.

## Remark 1: the other equilibria

Let $P=\sigma h-\bar EhI/(4b)$ be the compressive force left in a deflected film. The first variation of (4) is $\int(Dw''\delta w''-Pw'\delta w')dy$. Two integrations by parts, with clamped variations, give

$$Dw''''+Pw''=0.$$

Multiplying by $w$ and integrating gives $D\int w''^2dy=P\int w'^2dy$, so a deflected state has $P>0$. With $k^2=P/D$, the general solution is $A\cos ky+B\sin ky+Cy+G_0$. For even shapes, zero edge slope requires $\sin kb=0$. For odd shapes, $B\sin kb+Cb=0$ and $Bk\cos kb+C=0$ require $\tan kb=kb$. The lowest load has $kb=\pi$; the next has $kb\approx4.493$ and $P/(\sigma_ch)=2.0457$.

Above that second load the equations also have an odd solution. Half of it lies below the flat position, so the substrate forbids it. Even without that obstacle it would not be a minimum, and the same holds for every higher solution. Let $\varphi=1+\cos(\pi y/b)$ and replace $w$ by $w+\varepsilon\varphi$. On any higher branch $\int w'\varphi'dy=0$, by parity or by orthogonality of sines. The term in $F$ of order $\varepsilon^2$ is then

$$\frac12\left(D\int\varphi''^2dy-P\int\varphi'^2dy\right)
=\frac12(\sigma_ch-P)\int\varphi'^2dy<0.$$

The higher state can therefore lower its energy through the first mode.

## Remark 2: two limits and the role of the modulus

Just above threshold, the height $H$ of the straight solution grows as $\sqrt{r-1}$, so small changes in stress or width cause large relative changes in height. Very close to threshold this solution is unstable to lengthwise waves, as Remark 3 shows. Far above it, (8) tends to

$$H\simeq\frac{4b}{\pi}\sqrt{\frac{\sigma}{\bar E}},$$

provided the slope remains small and the strip remains straight. For $\nu=0.25$ straightness is lost near $r=6.1$ (Remark 3), where this limit still exceeds (3) by about $9\%$. Thickness drops out because nearly all the stored strain has become excess length; bending still selects the shape.

If the compression comes from a mismatch strain $\epsilon_0$, then $\sigma=E\epsilon_0/(1-\nu)$ and $\sigma/\bar E=(1+\nu)\epsilon_0$. At fixed mismatch strain and Poisson ratio, Young's modulus cancels from the height: a stiffer film has a larger driving stress and a proportionally larger buckling stress.

## Corollary: edge driving force and surface tension

The flat film stores the same elastic energy whether bonded or separated. Equation (7) therefore gives the energy change associated with blister width. From (2), $d\sigma_c/db=-2\sigma_c/b$. At fixed $\sigma$ and $h$,

$$\frac{dF_{\min}}{db}=-\frac h{\bar E}\left[(\sigma-\sigma_c)^2+4\sigma_c(\sigma-\sigma_c)\right].$$

Increasing $b$ by $db$ separates an area $2\,db$ per unit length, counting both edges. The energy release rate at each edge is thus

$$G=-\frac12\frac{dF_{\min}}{db}
=\frac{h(\sigma-\sigma_c)(\sigma+3\sigma_c)}{2\bar E}. \tag{9}$$

In terms of $s=1/r$, $G=(h\sigma^2/2\bar E)(1+2s-3s^2)$. Its derivative with respect to $s$ vanishes at $s=1/3$. At fixed stress and thickness, $G$ therefore rises with width up to $r=3$ and falls beyond it. With a constant interface toughness, a strip that begins to spread below $r=3$ is not stopped by a falling driving force until it has passed that width.

The local stress is $-\sigma_c-\bar Ezw''$. At the crest, $w''=-\pi^2H/(2b^2)$. On the upper surface, $z=h/2$, bending contributes

$$\frac{\bar Eh\pi^2H}{4b^2}=3\sigma_c\frac Hh,$$

where $\bar E\pi^2/b^2=12\sigma_c/h^2$ was used. The net stress there is $\sigma_c(3H/h-1)$. It becomes tensile when $H/h>1/3$, or $r>13/12$. A film compressed on average can therefore crack at its crest.

## Remark 3: when the strip ceases to be straight

The theorem compares states uniform along $x$. Lengthwise compression remains after buckling:

$$S=\sigma-\nu\bar Ee=\sigma-\nu(\sigma-\sigma_c).$$

To test the straight state, add displacements $u(y)\sin qx$ along the strip, $\eta(y)\cos qx$ across it and $\zeta(y)\cos qx$ upward. Their first-order strain amplitudes are

$$a=qu,\qquad c=\eta'+w'\zeta',\qquad g=u'-q\eta-qw'\zeta.$$

Apart from a positive factor, the second-order energy is

$$\begin{aligned}
Q=\int_{-b}^{b}\Big\{&\bar Eh\left[a^2+c^2+2\nu ac+\tfrac{1-\nu}{2}g^2\right]\\
&+D(\zeta''-q^2\zeta)^2-Shq^2\zeta^2-\sigma_ch\zeta'^2\Big\}dy .
\end{aligned}$$

The first line is stretching and shear; the second is bending and the work of the remaining compression. The Gaussian-curvature part of the bending energy is a divergence and integrates to zero for a clamped, periodic disturbance.

For $\nu=0.25$, a polynomial calculation finds the straight blister stable for $r$ between about $1.05$ and $6.1$. At the upper limit the unstable wave is symmetric about the crest and has a length of about $1.6b$. An antisymmetric, snaking wave of length about $1.9b$ becomes unstable almost at the same load, $r\approx6.17$ against $6.14$, so a small change of $\nu$ or of the edge support may decide which pattern appears. Reducing the polynomials per displacement from twelve to nine changed this limit by less than $1\%$. Outside the stable range, (3) still describes a straight equilibrium, but lengthwise waves lower its energy.

The narrow unstable range just above $r=1$ arises because the film is compressed equally in both directions. A wave along the strip releases lengthwise compression as well, at a small cost in bending. To see this in the flat film, ignore contact with the substrate and try $\zeta=1+\cos(\pi y/b)$. Bending and released work balance at

$$\frac{\sigma}{\sigma_c}=\frac{\pi^4+2\pi^2(qb)^2+3(qb)^4}{\pi^2\left[\pi^2+3(qb)^2\right]},$$

which is $1$ at $q=0$ but only $0.943$ at $qb=1.2$. The exact minimum is $0.939$. Thus $\sigma_c$ is the threshold for straight buckling, and waves can appear slightly below it.

## Example: an alumina scale on a nickel superalloy

Take $h=1.00\ \mu\mathrm m$, $b=15.0\ \mu\mathrm m$, $E=380$ GPa and $\nu=0.25$. The expansion difference is $6.5\times10^{-6}\ \mathrm{K^{-1}}$, and the part cools from 1373 K to 298 K. The material values are rough; the separated width is chosen. With no stress at the oxidation temperature,

$$\sigma=\frac{380\ \mathrm{GPa}}{0.75}(6.5\times10^{-6})(1075)=3.540\ \mathrm{GPa}.$$

The plane-strain modulus is $\bar E=380/0.9375=405.3$ GPa, so

$$\sigma_c=\frac{\pi^2}{12}(405.3\ \mathrm{GPa})\left(\frac1{15}\right)^2=1.482\ \mathrm{GPa},
\qquad r=2.389.$$

The height is

$$H=(1.00\ \mu\mathrm m)\sqrt{\tfrac43(1.389)}=1.36\ \mu\mathrm m=1.36\times10^{-6}\ \mathrm m.$$

The largest slope is $\pi H/(2b)=0.143$. The ratio exceeds $2.046$, so the equations also have the odd solution of Remark 1, but the substrate forbids it, and the single arch has the lower energy in any case. The ratio lies inside the stable range of Remark 3. Since $r\propto b^2$ at fixed stress and thickness, the upper limit of that range would be reached at $b\approx15\sqrt{6.145/2.389}=24\ \mu\mathrm m$. Straight buckling needs $b>15/\sqrt{2.389}=9.7\ \mu\mathrm m$.

Equation (9) gives $G=20.3\ \mathrm{J/m^2}$. With a rigid substrate, the assumed width can persist if the interface toughness, for the mixture of opening and shear at this edge, exceeds that value. The elastic edge of Remark 4 raises the requirement to about $24\ \mathrm{J/m^2}$.

The crest carries a bending stress of $3(1.482)(1.361)=6.05$ GPa and a net surface tension of $4.57$ GPa. For a rough oxide toughness $K_c=3\ \mathrm{MPa\sqrt m}$, the shallow edge-crack estimate $K_c=1.12\,\sigma_t\sqrt{\pi a}$, with $\sigma_t$ the surface tension, gives

$$a=\frac1\pi\left(\frac{K_c}{1.12\,\sigma_t}\right)^2\approx0.11\ \mu\mathrm m.$$

This treats the tension as uniform over the flaw. It actually falls with depth, so the estimate is somewhat severe. Even so, flaws between a tenth and a fifth of the thickness matter: the scale may crack before it reaches the calculated height.

On reheating, the compression $\sigma$ that the flat film would carry falls linearly, while the mean transverse compression in the buckled film stays at $\sigma_c$. The two become equal when a fraction $1/r$ of the cooling interval remains, so the straight solution flattens at $1373-1075/2.389=923$ K, or about $650\,^\circ\mathrm C$, if neither material creeps and the properties stay fixed. A common change of oxide modulus would not move this temperature, by Remark 2. Because lengthwise waves can survive slightly below $\sigma_c$, the film may become fully flat a little later. The threshold $0.939\,\sigma_c$ of Remark 3, which ignores contact, limits this delay to 27 K; contact with the substrate makes it shorter.

## Remark 4: what a real edge changes

A superalloy is not a rigid clamp. Let its modulus be 200 GPa and its Poisson ratio 0.30, both rough values. Buckling changes the film force at the edge by $\Delta N=(\sigma-\sigma_c)h$ and applies a moment $M=Dw''$. With $n=\Delta N/(\bar Eh)$ and $m=M/(\bar Eh^2)$, a plane-strain finite-element calculation for $b/h=15$ gives the inward edge displacement $u_0$ and upward rotation $\theta$ (the first coefficient grows slowly with $b/h$; a finer mesh and larger domain raise the first and last coefficients by about $0.01$, which leaves the height below unchanged at the digits shown):

$$\frac{u_0}{h}=5.22n-1.87m,\qquad \theta=-1.87n+8.76m.$$

The negative cross term means that an inward pull turns the film downward, because it acts above the bonded face. The blister shape becomes $w=A(\cos ky-\cos kb)$, with $\Delta N=\sigma h-Dk^2$. Matching rotation and half the excess length requires

$$Ak\sin kb=\theta,\qquad
nb+u_0=\frac{A^2k^2}{4}\left(b-\frac{\sin2kb}{2k}\right).$$

The solution has height $1.59\ \mu\mathrm m$, which is $17\%$ above the clamped result. The clamped loads show why. They give $n=2.059/405.3=0.00508$ and $m=6.05/(6\times405.3)=0.00249$, hence $u_0\approx0.022h$. The clamped half-strip has excess length $nb=0.076h$. Adding $u_0$ raises $H^2$ by about $29\%$ and $H$ by $13\%$; edge rotation and the accompanying change of load supply the remainder. The small vertical motion of the edge is omitted.

Edge rotation also lowers the buckling stress. As the height tends to zero, $n$ and $m$ vanish in proportion to it, while the excess length vanishes as its square. The length condition then gives $n(b/h+5.22)=1.87m$, or $n=0.093m$, and the rotation condition becomes $\tan kb=-(8.58/12)kh$. Near $kb=\pi$ this gives $kb\approx3.00$, so the threshold falls by about $9\%$ and the flattening temperature rises by about 40 K.

The other estimated corrections to the clamped height are smaller. Finite slope, from a geometrically exact rod with linear force and moment laws, adds $0.4\%$. Transverse shear adds another $0.4\%$. A rough growth compression of $0.3$ GPa, added to the thermal stress, adds $7\%$.

Compression of a few gigapascals is a typical rough size for alumina scales cooled from such temperatures, and a thickness near one micrometre belongs to an early stage of oxidation. Of the elastic effects sized here, edge compliance moves the height most. Alloy yielding or creep, interface roughness and uneven thickness can move it further and are not included. The clamped value is therefore a first estimate for an intact, straight blister, not a prediction that the scale survives. The inputs and most derived values are collected in the numerical output.

## Computed values

```
Oxide thickness: 1.00 um
Blister half width: 15.00 um
Oxide Young modulus (rough): 380 GPa
Oxide Poisson ratio (rough): 0.25 (no unit)
Alloy Young modulus (rough): 200 GPa
Alloy Poisson ratio (rough): 0.30 (no unit)
Expansion difference (rough): 6.50 1e-6/K
Oxidation temperature: 1373 K
Room temperature: 298 K
Cooling interval: 1075 K
Plane-strain modulus Ebar: 405.33 GPa
Compression before buckling: 3.5403 GPa
Critical and remaining compression: 1.4817 GPa
Stress ratio sigma/sigma_c: 2.3894 (no unit)
Next flat-state buckling ratio: 2.0457 (no unit)
Blister height: 1.3611 um
Height/thickness: 1.3611 (no unit)
Largest slope: 0.1425 (no unit)
Edge energy release rate, formula: 20.279 J/m2
Edge energy release rate, numerical: 20.279 J/m2
Largest bending stress: 6.050 GPa
Largest net surface tension: 4.568 GPa
Oxide toughness (rough): 3.0 MPa sqrt(m)
Critical surface flaw estimate: 109.4 nm
Flattening temperature on reheating: 923.1 K
Lengthwise-wave threshold ratio: 6.145 (no unit)
Wavelength at that threshold: 23.6 um
Edge pull compliance times Ebar: 5.224 (no unit)
Edge cross compliance times Ebar*h: -1.871 (no unit)
Edge turn compliance times Ebar*h^2: 8.757 (no unit)
Height with elastic edges: 1.5915 um
Height change, elastic edges: +16.93 %
Height change, finite slope: +0.370 %
Height change, transverse shear: +0.415 %
Added growth compression (rough): 0.30 GPa
Height change, growth stress: +7.04 %
```
